# Density response of a plasma to modulated power: two derivations, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: linearized particle and energy balances

### Definitions and conventions

A plasma of volume $V$ is enclosed by walls of area $A$. It contains electrons and one kind of singly charged positive ion, with equal volume-averaged densities $n(t)$. The electron temperature $T(t)$ is uniform and is expressed in eV, as are all energies below; $e$ is the elementary charge, $m$ the electron mass and $M$ the ion mass. The absorbed power is

$$P(t)=P_0[1+p(t)],\qquad |p|\ll1 .$$

It is the power reaching the electrons, which may differ from the generator power in both amplitude and phase. The relative density and temperature changes are

$$n=n_0(1+x),\qquad T=T_0(1+y),$$

and products of $p$, $x$ and $y$ are dropped. A dot denotes a time derivative. Oscillating quantities have the factor $e^{i\omega t}$, so a response proportional to $e^{-i\varphi}$ with $\varphi>0$ lags the absorbed power by $\varphi$.

Charged particles are lost at the walls, without volume recombination or attachment. The gas density does not change during the modulation. Ionization per electron has frequency $\nu_i(T)$ and wall loss has frequency $\nu_L(T)$. The particle confinement time is defined in the unmodulated state by

$$\tau=\frac{1}{\nu_L(T_0)} .$$

Temperature sensitivities are expressed by logarithmic slopes, evaluated at $T_0$:

$$s_i=\frac{d\ln\nu_i}{d\ln T},\qquad s_L=\frac{d\ln\nu_L}{d\ln T}.$$

A slope of 6, for example, means that a one percent temperature rise increases the frequency by six percent, to first order.

### Particle balance and the steady temperature

The density grows by ionization and falls by wall loss:

$$\dot n=[\nu_i(T)-\nu_L(T)]n. \tag{1}$$

In a steady discharge with $n_0\ne0$, the bracket must vanish. Hence $\nu_i(T_0)=\nu_L(T_0)=1/\tau$. This condition contains no power, so in this model power sets the steady density but not the steady temperature.

For the wall loss, consider ions entering a thin sheath with speed $u$. Let $\phi<0$ be the potential just inside the sheath, relative to its edge, where both densities equal $n_s$. Ion energy and flux conservation give an ion density $n_s(1-2e\phi/Mu^2)^{-1/2}$, while Boltzmann electrons have density $n_se^{\phi/T}$. For small $|\phi|$ these become $n_s(1+e\phi/Mu^2)$ and $n_s(1+\phi/T)$. A positive sheath needs the ion density to fall no faster than the electron density, so $u^2\ge eT/M$. Taking the marginal value gives the Bohm speed

$$u_B=\sqrt{\frac{eT}{M}} .$$

If the sheath-edge density is $n_s=hn$, with fixed $h$, then $hnu_BA$ pairs are lost per second. Division by the number of pairs, $nV$, gives

$$\nu_L=\frac{hAu_B}{V}\propto T^{1/2},\qquad s_L=\frac12. \tag{2}$$

The symbol $s_L$ is kept below because other transport laws have other slopes.

### Energy carried to the wall

A Maxwellian electron reaching the wall has crossed a retarding sheath drop $\Delta$. Let $\epsilon$ be its initial energy of motion normal to the wall. Since $v\,dv\propto d\epsilon$, the crossing flux is weighted by $e^{-\epsilon/T}d\epsilon$, and the mean normal energy left at the wall is

$$\frac{\int_\Delta^\infty(\epsilon-\Delta)e^{-\epsilon/T}d\epsilon}{\int_\Delta^\infty e^{-\epsilon/T}d\epsilon}=T.$$

The two transverse motions add $T/2$ each, making $2T$.

At a floating wall the electron and ion fluxes are equal. With mean electron speed $\sqrt{8eT/(\pi m)}$,

$$\frac{n_s}{4}\sqrt{\frac{8eT}{\pi m}}\,e^{-\Delta/T}=n_s\sqrt{\frac{eT}{M}} .$$

The factor $n_s\sqrt{eT}$ cancels, leaving $e^{-\Delta/T}=\sqrt{2\pi m/M}$, and therefore

$$\Delta=\frac T2\ln\frac{M}{2\pi m}.$$

Electrons spend this energy in climbing the sheath, and the ions receive it. A further $T/2$ accelerates an ion to the Bohm speed in a collisionless presheath. The wall energy per pair is thus

$$E_w=\kappa T,\qquad
\kappa=\frac52+\frac12\ln\frac{M}{2\pi m}. \tag{3}$$

The sheath is assumed to adjust without delay.

### Energy balance

Let $C(T)$ be the collisional energy spent per ionization. It includes the ionization energy and the excitation and elastic losses that occur for each ionization. The mean energy-loss rate per electron is

$$W(T)=\nu_i(T)C(T)+\nu_L(T)\kappa T . \tag{4}$$

The electron thermal energy per unit volume, in eV, is $3nT/2$. Therefore

$$\frac{d}{dt}\left(\frac32nT\right)=\frac{P}{eV}-nW(T). \tag{5}$$

In the steady state both frequencies are $1/\tau$, so

$$W_0=\frac{E_T}{\tau},\qquad E_T=C_0+\kappa T_0,\qquad
n_0=\frac{P_0\tau}{eVE_T}. \tag{6}$$

Here $E_T$ is the total energy spent per pair.

### Linearization

Divide equation (1) by $n$. To first order, $\dot n/n=\dot x$, while $\nu_i=(1+s_iy)/\tau$ and $\nu_L=(1+s_Ly)/\tau$. The equal steady terms cancel:

$$\tau\dot x=(s_i-s_L)y. \tag{7}$$

A density change alone produces no restoring term here: it alters ionization and loss in the same proportion. The temperature must change before the density can move.

For the energy equation, define

$$w=\frac{d\ln W}{d\ln T},\qquad
\tau_E=\frac{3T_0\tau}{2E_T}. \tag{8}$$

The time $\tau_E$ is the stored electron thermal energy divided by the absorbed power. Dividing equation (5) by $n$ gives on the left

$$\frac{3}{2n}\frac{d(nT)}{dt}=\frac32T_0(\dot x+\dot y).$$

On the right, power per electron changes by $(E_T/\tau)(p-x)$, since increasing $n$ divides the same power among more electrons. The loss per electron changes by $(E_T/\tau)wy$. Multiplication by $\tau/E_T$ gives

$$\tau_E(\dot x+\dot y)=p-x-wy. \tag{9}$$

The term $-x$ is the restoring action absent from equation (7). When the density is too high for the power, each electron receives too little energy; the temperature falls and wall loss exceeds ionization.

### Frequency response

For harmonic motion $\dot x=i\omega x$. Equation (7) gives

$$y=\frac{i\omega\tau}{s_i-s_L}x . \tag{10}$$

For $s_i>s_L$, temperature leads density by $90^\circ$ in this linear model. Substitution into equation (9), written as $p=x+wy+i\omega\tau_E(x+y)$, yields

$$p=x\left[1+i\omega\left(\tau_E+\frac{w\tau}{s_i-s_L}\right)
-\omega^2\frac{\tau_E\tau}{s_i-s_L}\right].$$

The minus sign comes from the two factors of $i$ in the temperature storage term. Hence

$$\boxed{\frac{x}{p}=\frac{1}{1+i\omega\tau_n-b\omega^2}} \tag{11}$$

with

$$\tau_n=\frac{w}{s_i-s_L}\tau+\tau_E,\qquad
b=\frac{\tau_E\tau}{s_i-s_L}. \tag{12}$$

At low frequency $x=p$: the density follows the power in proportion. The corner frequency is defined by

$$f_c=\frac{1}{2\pi\tau_n}. \tag{13}$$

If $\tau_E\ll\tau$, then $\tau_n$ is proportional to the confinement time, with a factor $w/(s_i-s_L)$ that is not in general one. Confinement sets the scale of the corner, while the temperature dependence of the rates and energy losses completes its value.

### Phase, gain and the two relaxation times

The density lag is the angle of the denominator of equation (11),

$$\varphi=\operatorname{atan2}(\omega\tau_n,\,1-b\omega^2), \tag{14}$$

where the two-argument arctangent selects the correct quadrant. At low frequency $\varphi\simeq\omega\tau_n$, equivalent to a time delay $\tau_n$. The lag is $45^\circ$ when $1-b\omega^2=\omega\tau_n$, whose positive root is

$$\omega_{45}=\frac{-\tau_n+\sqrt{\tau_n^2+4b}}{2b}.$$

It reaches $90^\circ$ at $\omega=1/\sqrt b$ and tends to $180^\circ$ at high frequency. There the electron heat content makes temperature lag power by nearly $90^\circ$, and density lags temperature by another $90^\circ$.

At half power, $|x/p|^2=1/2$, so

$$(1-b\omega^2)^2+\omega^2\tau_n^2=2,$$

or, after expansion,

$$b^2\omega^4+(\tau_n^2-2b)\omega^2-1=0 .$$

When $\beta=b/\tau_n^2$ is small, put $z=\omega\tau_n$. The $45^\circ$ condition becomes $z=1-\beta z^2\simeq1-\beta$. The half-power condition becomes $\beta^2z^4+(1-2\beta)z^2=1$, so $z^2\simeq1+2\beta$ and $z\simeq1+\beta$. The two frequencies lie on opposite sides of $f_c$ by the same small fraction, to this order.

Free motion proportional to $e^{st}$ obeys $1+s\tau_n+bs^2=0$. Writing the polynomial as $(1+st_1)(1+st_2)$ gives

$$t_1+t_2=\tau_n,\qquad t_1t_2=b. \tag{15}$$

For well-separated times, the slow one is close to $\tau_n$ and the fast one to $b/\tau_n$. They describe density adjustment and electron-energy adjustment. If $s_i>s_L$ and $w>0$, both $b$ and $\tau_n$ are positive and disturbances decay.

### A reactor-sized example

The model gas has ion mass 40 u, pressure 10 mTorr and temperature 500 K. The chamber radius and height are both 15 cm, the absorbed power is 500 W, and $h=0.3$. The ionization and excitation rate coefficients are $5\times10^{-8}e^{-E/T}\ \mathrm{cm^3/s}$, with $E=16$ eV and 12 eV. Elastic energy loss uses a momentum-transfer coefficient of $10^{-7}\ \mathrm{cm^3/s}$ and the mean fractional loss $3m/M$ of the energy scale $T$ per collision.

The particle balance gives $T_0=2.589$ eV and $u_B=2499$ m/s. With $V/A=0.0375$ m,

$$\tau=\frac{0.0375}{0.3\times2499}\ \mathrm{s}=50.0\ \mu\mathrm{s}.$$

The collisional and wall energies are 72.36 and 18.59 eV, so $E_T=90.95$ eV; equation (6) then gives $n_0=1.62\times10^{11}\ \mathrm{cm^{-3}}$. An exponential rate has slope $E/T$, so $s_i=16/2.589=6.18$. The collisional loss rate $\nu_iC$ has slope 4.972, and the wall loss rate $\nu_L\kappa T$ has slope $1+s_L=1.5$. Weighting by energy,

$$w=\frac{72.36(4.972)+18.59(1.5)}{90.95}=4.26.$$

The energy time is $1.5(2.589)(50.02)/90.95=2.14\ \mu$s. Therefore

$$\tau_n=50.02\frac{4.262}{6.180-0.500}+2.136
=39.7\ \mu\mathrm{s}.$$

The corner is 4.01 kHz, compared with 3.18 kHz from $1/(2\pi\tau)$. At 4.01 kHz the gain is 0.711 and the lag $45.3^\circ$. The relative temperature amplitude is 0.222 of the relative density amplitude. Ten percent power modulation thus changes density by about 7.1 percent and temperature by about 1.6 percent.

## Second derivation: spatial transport and an account of pair creation

### Symbols and results carried forward

As before, $p$, $x$ and $y$ are the relative changes of absorbed power, mean density and electron temperature. The slopes of ionization and wall-loss frequency are $s_i$ and $s_L$, and $\tau$ is the steady confinement time. Each pair costs collisional energy $C$ and wall energy $E_w=\kappa T$, with steady total $E_T$. The energy time is $\tau_E=3T_0\tau/(2E_T)$. The first derivation gave

$$\frac{x}{p}=\frac1{1+i\omega\tau_n-b\omega^2},\quad
\tau_n=\frac{w\tau}{s_i-s_L}+\tau_E,\quad
b=\frac{\tau_E\tau}{s_i-s_L},$$

where $w$ is the temperature slope of energy loss per electron. In the example $\tau=50.0\ \mu$s and $\tau_n=39.7\ \mu$s.

The second route starts from local transport instead of a prescribed wall-loss frequency. It then asks how much power is available to create pairs, without using $w$.

### Why the density profile keeps its shape

Suppose collisions dominate the ion motion and the ions are cold. If $\nu_{in}$ is the ion momentum-loss frequency and $\mathbf E$ the electric field, force balance gives ion velocity $e\mathbf E/(M\nu_{in})$. Boltzmann electrons give $\mathbf E=-T\nabla n/n$, with $T$ numerically in volts. The pair flux is therefore

$$n\mathbf u=-D\nabla n,\qquad D=\frac{eT}{M\nu_{in}} . \tag{16}$$

For fixed $\nu_{in}$ this gives $s_L=1$. The following argument holds for a uniform $D(T)$ of any slope $s_L$, provided that $D$ does not depend on density.

The local density $\rho(\mathbf r,t)$ obeys

$$\frac{\partial\rho}{\partial t}=D(T)\nabla^2\rho+\nu_i(T)\rho, \tag{17}$$

with $\rho=0$ at the walls. That boundary condition neglects the small edge density needed to carry the flux into the sheath. Let the spatial modes $\psi_j$ satisfy $\nabla^2\psi_j=-k_j^2\psi_j$ and vanish at the walls. The steady density must be positive throughout the volume, so it has the shape of the fundamental mode $\psi_0$, and $\nu_i(T_0)=D_0k_0^2=1/\tau$.

Write the perturbed density as $\rho=n_0\psi_0+\sum_j a_j\psi_j$, where $\psi_0$ has mean one. In equation (17), a temperature change adds to first order

$$n_0[\nu_i(T_0)s_i-D_0k_0^2s_L]y\psi_0
=\frac{n_0}{\tau}(s_i-s_L)y\psi_0. \tag{18}$$

It drives the fundamental mode alone. Every other amplitude obeys

$$\dot a_j=\left(\frac1\tau-D_0k_j^2\right)a_j
=-\frac1\tau\left(\frac{k_j^2}{k_0^2}-1\right)a_j . \tag{19}$$

These amplitudes decay because $k_j>k_0$. In a slab, the first antisymmetric mode has $k_1=2k_0$ and decay rate $3/\tau$. In a cylinder of equal radius and height, as in the example, the first azimuthal mode decays at only $0.57/\tau$, or in about $88\ \mu$s, which is longer than $\tau_n$. After such initial disturbances have died away, the density oscillates in its steady shape, including at frequencies near the corner.

This result needs uniform temperature. A temperature perturbation concentrated on one side would multiply $\psi_0$ by a function of position and drive other modes. It also needs diffusive motion; ion inertia could delay the profile.

The linearized balances have given the density response and its corner frequency, and the diffusion model has shown that, at uniform temperature, the density oscillates in its steady shape once other initial disturbances have died away. It remains to derive the response again from the separate costs of creating and losing pairs, without using $w$, and to examine how far the result applies to larger power changes and real reactors.

All numerical values are calculated from the stated model.
